# Front Threshold Shift with Back-Gate Voltage in a Fully Depleted Film: test program

```python
"""Front threshold of a fully depleted dual-gate n-type film.

Result under test: dVth/dVb = -Csb/Cf, Csb = Cs*Cb/(Cs+Cb), where
Cf, Cb = front and back insulator capacitance per area, Cs = film permittivity
over film thickness. Gate voltages are measured from flat band. Potential phi is
zero where electron density n equals the fixed donor density N.
Threshold: front surface potential equals PHI_T (or, where stated, the electron
sheet density has a fixed value). D0 = displacement entering the film at the front.
The reference is a nonlinear Poisson solution over insulator, film and insulator.
SI units inside; gap-state density is per volt and cubic metre.
"""
import numpy as np
from scipy.constants import e as Q_E, k as K_B, epsilon_0 as EPS0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

TEMP = 300.0
U_T = K_B * TEMP / Q_E
EPS_FILM, EPS_INS = 10 * EPS0, 4 * EPS0
N_FIX = 1e23
PHI_T = -0.1
NM = 1e-9
CELLS_INS, CELLS_FILM = 10, 500
MAIN = (50 * NM, 50 * NM, 50 * NM)  # front insulator, film, back insulator


def solve_stack(vf, vb, geom, gap_states=0.0):
    """Return film potential and electron sheet density for given gate voltages."""
    tf, ts, tb = geom
    h = np.concatenate([np.full(CELLS_INS, tf / CELLS_INS),
                        np.full(CELLS_FILM, ts / CELLS_FILM),
                        np.full(CELLS_INS, tb / CELLS_INS)])
    eps = np.full(h.size, EPS_INS)
    film_cells = slice(CELLS_INS, CELLS_INS + CELLS_FILM)
    eps[film_cells] = EPS_FILM
    link = eps / h
    film_h = np.zeros(h.size)
    film_h[film_cells] = h[film_cells]
    width = 0.5 * (film_h[:-1] + film_h[1:])  # film width owned by inner nodes
    diag = link[:-1] + link[1:] + Q_E * width * gap_states
    bands = np.zeros((3, diag.size))
    bands[0, 1:] = -link[1:-1]
    bands[2, :-1] = -link[1:-1]
    source = Q_E * width * N_FIX
    source[0] += link[0] * vf
    source[-1] += link[-1] * vb
    bands[1] = diag
    phi = solve_banded((1, 1), bands, source)  # electron-free upper solution
    in_film = width > 0
    for _ in range(2000):
        n = np.zeros(phi.size)
        n[in_film] = N_FIX * np.exp(phi[in_film] / U_T)
        residual = diag * phi - source + Q_E * width * n
        residual[1:] -= link[1:-1] * phi[:-1]
        residual[:-1] -= link[1:-1] * phi[1:]
        bands[1] = diag + Q_E * width * n / U_T
        step = solve_banded((1, 1), bands, -residual)
        phi = phi + step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    film = phi[in_film]
    sheet = np.sum(width[in_film] * N_FIX * np.exp(film / U_T))
    return film, sheet


def threshold_numeric(vb, geom=MAIN, gap_states=0.0, sheet_target=None):
    def mismatch(vf):
        film, sheet = solve_stack(vf, vb, geom, gap_states)
        if sheet_target is None:
            return film[0] - PHI_T
        return np.log(sheet / sheet_target)
    return brentq(mismatch, -12.0, 12.0, xtol=1e-8)


def capacitances(geom):
    tf, ts, tb = geom
    cf, cs, cb = EPS_INS / tf, EPS_FILM / ts, EPS_INS / tb
    return cf, cs, cb, cs * cb / (cs + cb)


def front_displacement(vb, phi_front, geom=MAIN):
    cf, cs, cb, csb = capacitances(geom)
    charge = Q_E * N_FIX * geom[1]
    return csb * (phi_front - vb) - charge * (cs + cb / 2) / (cs + cb)


cf, cs, cb, csb = capacitances(MAIN)
charge = Q_E * N_FIX * MAIN[1]
slope = -csb / cf
v_lim = PHI_T - charge * (1 / cb + 1 / (2 * cs))
TO_NF = 1e5  # F/m^2 to nF/cm^2

print(f"temperature = {TEMP:.0f} K, thermal voltage = {U_T*1e3:.2f} mV")
print(f"film thickness = {MAIN[1]/NM:.0f} nm, rel. permittivity = {EPS_FILM/EPS0:.0f}")
print(f"front, back insulator = {MAIN[0]/NM:.0f}, {MAIN[2]/NM:.0f} nm, "
      f"rel. permittivity = {EPS_INS/EPS0:.0f}")
print(f"fixed charge density N = {N_FIX*1e-6:.1e} cm^-3")
print(f"threshold surface potential = {PHI_T:.2f} V")
print(f"Cf = {cf*TO_NF:.2f} nF/cm^2")
print(f"Cb = {cb*TO_NF:.2f} nF/cm^2")
print(f"Cs = {cs*TO_NF:.2f} nF/cm^2")
print(f"series Csb = {csb*TO_NF:.2f} nF/cm^2")
print(f"film charge Q = {charge*TO_NF:.2f} nC/cm^2")
print(f"slope formula -Csb/Cf = {slope:.4f} V/V")
print(f"simple estimate -Cb/Cf = {-cb/cf:.4f} V/V")
print(f"upper back-voltage limit V_lim = {v_lim:.3f} V")

# Threshold values, intercept and back surface potential
back_voltages = np.array([-7.0, -6.0, -5.0, -4.0, -3.0])
numeric = []
print("Vb (V): Vth formula, Vth Poisson, back potential Poisson (V)")
for vb in back_voltages:
    vth = threshold_numeric(vb)
    film, sheet = solve_stack(vth, vb, MAIN)
    d0 = front_displacement(vb, PHI_T)
    formula = PHI_T + d0 / cf
    phi_back = PHI_T - (d0 + charge / 2) / cs
    assert abs(vth - formula) < 3e-3  # small mobile charge is left in reference
    assert abs(film[-1] - phi_back) < 3e-3
    numeric.append(vth)
    print(f"  {vb:.0f}: {formula:.4f}, {vth:.4f}, {film[-1]:.4f}")
    if vb == -5.0:
        fraction = sheet / (N_FIX * MAIN[1])
        d0_mid = d0
        assert fraction < 2e-3
slope_numeric = np.polyfit(back_voltages, numeric, 1)[0]
assert abs(slope_numeric / slope - 1) < 2e-3
print(f"slope Poisson, fitted = {slope_numeric:.4f} V/V")
print(f"D0 at Vb = -5 V: {d0_mid*TO_NF:.2f} nC/cm^2")
print(f"electrons left / fixed charges at Vb = -5 V: {fraction*100:.3f} %")

# Other geometries, where film and insulator capacitances have other ratios
for geom in ((50 * NM, 20 * NM, 100 * NM), (100 * NM, 100 * NM, 50 * NM)):
    c_front, _, _, c_series = capacitances(geom)
    found = (threshold_numeric(-5.0, geom) - threshold_numeric(-8.0, geom)) / 3.0
    expected = -c_series / c_front
    assert abs(found / expected - 1) < 3e-3
    print(f"insulator/film/insulator {geom[0]/NM:.0f}/{geom[1]/NM:.0f}/"
          f"{geom[2]/NM:.0f} nm: formula {expected:.4f}, Poisson {found:.4f} V/V")

# Position of the potential maximum on each side of the limit
peak = []
for offset in (-0.5, 0.5):
    vb = v_lim + offset
    film, _ = solve_stack(threshold_numeric(vb), vb, MAIN)
    peak.append(np.argmax(film) * MAIN[1] / CELLS_FILM / NM)
assert peak[0] == 0.0 and peak[1] > 1.0
print(f"potential maximum at V_lim - 0.5 V: x = {peak[0]:.1f} nm")
print(f"potential maximum at V_lim + 0.5 V: x = {peak[1]:.1f} nm")

# Accumulated back surface
slope_acc = threshold_numeric(5.0) - threshold_numeric(4.0)
assert abs(slope_acc) < 0.02 * abs(slope)
print(f"slope with back accumulated, Vb = 4 to 5 V: {slope_acc:.1e} V/V")

# Threshold at constant electron sheet density
sheet_target = 1e13
vb_mid, dv = -5.0, 0.25
slope_sheet = (threshold_numeric(vb_mid + dv, sheet_target=sheet_target)
               - threshold_numeric(vb_mid - dv, sheet_target=sheet_target)) / (2 * dv)
vth_sheet = threshold_numeric(vb_mid, sheet_target=sheet_target)
phi_front = solve_stack(vth_sheet, vb_mid, MAIN)[0][0]
d0 = front_displacement(vb_mid, phi_front)
slope_sheet_formula = slope * (1 + cf * U_T / d0) / (1 - csb * U_T / d0)
assert abs(slope_sheet / slope_sheet_formula - 1) < 1e-3
assert abs(slope_sheet / slope - 1) > 1e-2
print(f"constant sheet density = {sheet_target*1e-4:.1e} cm^-2, Vb = {vb_mid:.0f} V:")
print(f"  Vth = {vth_sheet:.4f} V, front potential = {phi_front:.4f} V")
print(f"  slope formula = {slope_sheet_formula:.4f} V/V, Poisson = {slope_sheet:.4f} V/V")
print(f"  excess over series law = {(slope_sheet/slope-1)*100:.2f} %")

# Uniform gap states in the film
gap_states = 1e23
lam = np.sqrt(EPS_FILM / (Q_E * gap_states))
ratio = MAIN[1] / lam
stiff = EPS_FILM / lam
slope_gap = -stiff * cb / (cb * np.sinh(ratio) + stiff * np.cosh(ratio)) / cf
vth_gap = [threshold_numeric(v, gap_states=gap_states) for v in (-7.0, -5.5, -4.0)]
slope_gap_numeric = (vth_gap[2] - vth_gap[0]) / 3.0
assert abs(slope_gap_numeric / slope_gap - 1) < 3e-3
assert abs(vth_gap[1] - 0.5 * (vth_gap[0] + vth_gap[2])) < 2e-3  # still linear
print(f"gap states = {gap_states*1e-6:.1e} cm^-3 eV^-1, screening length = {lam/NM:.1f} nm")
print(f"  slope formula = {slope_gap:.4f} V/V, Poisson = {slope_gap_numeric:.4f} V/V")

print("tests ok")
```

Running it gives:

```
temperature = 300 K, thermal voltage = 25.85 mV
film thickness = 50 nm, rel. permittivity = 10
front, back insulator = 50, 50 nm, rel. permittivity = 4
fixed charge density N = 1.0e+17 cm^-3
threshold surface potential = -0.10 V
Cf = 70.83 nF/cm^2
Cb = 70.83 nF/cm^2
Cs = 177.08 nF/cm^2
series Csb = 50.60 nF/cm^2
film charge Q = 80.11 nC/cm^2
slope formula -Csb/Cf = -0.7143 V/V
simple estimate -Cb/Cf = -1.0000 V/V
upper back-voltage limit V_lim = -1.457 V
Vb (V): Vth formula, Vth Poisson, back potential Poisson (V)
  -7: 3.8592, 3.8596, -1.9099
  -6: 3.1449, 3.1454, -1.6242
  -5: 2.4306, 2.4312, -1.3384
  -4: 1.7163, 1.7171, -1.0527
  -3: 1.0020, 1.0033, -0.7670
slope Poisson, fitted = -0.7141 V/V
D0 at Vb = -5 V: 179.25 nC/cm^2
electrons left / fixed charges at Vb = -5 V: 0.053 %
insulator/film/insulator 50/20/100 nm: formula -0.4630, Poisson -0.4628 V/V
insulator/film/insulator 100/100/50 nm: formula -1.1111, Poisson -1.1105 V/V
potential maximum at V_lim - 0.5 V: x = 0.0 nm
potential maximum at V_lim + 0.5 V: x = 15.2 nm
slope with back accumulated, Vb = 4 to 5 V: -1.4e-03 V/V
constant sheet density = 1.0e+09 cm^-2, Vb = -5 V:
  Vth = 2.4923 V, front potential = -0.0653 V
  slope formula = -0.7268 V/V, Poisson = -0.7265 V/V
  excess over series law = 1.71 %
gap states = 1.0e+17 cm^-3 eV^-1, screening length = 74.3 nm
  slope formula = -0.6004 V/V, Poisson = -0.6002 V/V
tests ok
```
